\section*{Zero-phonon weight of a quantum-dot exciton coupled to one phonon mode, part 1}

(Sections cited here and not found follow in the second part.)

\section{One mode: from displaced levels to the line weights}

\subsection{The mode at zero temperature}

Let a phonon mode of angular frequency $\Omega$ be described by a dimensionless coordinate $y$ with potential energy $\hbar\Omega\,y^2/2$. Creating an exciton in the dot adds a constant force, that is, a term linear in $y$. Write this term as $\hbar\Omega\sqrt{2S}\,y$, with $S\ge 0$ a pure number. Completing the square gives
\begin{equation}
\frac{y^2}{2}+\sqrt{2S}\,y=\frac{(y+\sqrt{2S})^2}{2}-S .
\end{equation}
The exciton shifts the equilibrium position by $-d$, with $d=\sqrt{2S}$, and lowers the minimum by $S\hbar\Omega$. The curvature, and so the frequency, is unchanged.

At zero temperature the mode starts in $\psi_0(y)=\pi^{-1/4}e^{-y^2/2}$. Absorption without a phonon ends in the same Gaussian centred at $-d$. The overlap of the two is
\begin{align}
\int\psi_0(y)\,\psi_0(y+d)\,dy
&=\frac{1}{\sqrt{\pi}}\int e^{-y^2/2-(y+d)^2/2}\,dy \nonumber\\
&=\frac{e^{-d^2/4}}{\sqrt{\pi}}\int e^{-(y+d/2)^2}\,dy=e^{-d^2/4},
\end{align}
and its square is $e^{-d^2/2}=e^{-S}$. This is the fraction of the absorption strength that creates no phonon. The number $S$ is the Huang--Rhys factor.

At a finite temperature the mode may start in any level $m$. Absorption that ends in level $m$ of the shifted oscillator has the same photon energy for every $m$, because both ladders have the same spacing. All these transitions fall on one line. The zero-phonon weight is therefore a thermal sum over many transitions, and ``zero-phonon'' means that the net change of the phonon number is zero.

\subsection{Model and conventions}

With $y=(b+b^\dagger)/\sqrt2$ and $[b,b^\dagger]=1$, the Hamiltonians without and with the exciton are
\begin{align}
H_g&=\hbar\Omega\,b^\dagger b,\\
H_x&=E_x+\hbar\Omega\,b^\dagger b+\hbar\Omega\sqrt S\,(b+b^\dagger).
\label{eq:hx}
\end{align}
The zero-point energy is the same in both and has been dropped. Four assumptions are built in:
\begin{itemize}
\item The exciton has one relevant level, and the coupling is diagonal in it.
\item The coupling is linear, so the frequency is the same in both states.
\item The optical dipole does not depend on $y$ (the Condon approximation).
\item The mode is undamped and is in thermal equilibrium before the transition.
\end{itemize}
The thermal populations and the mean occupation are
\begin{equation}
P_m=(1-r)r^m,\qquad r=e^{-\hbar\Omega/k_BT},\qquad
n=\frac{r}{1-r}=\frac{1}{e^{\hbar\Omega/k_BT}-1}.
\end{equation}
It follows that $r=n/(n+1)$.

The line shape is the absorption spectrum divided by its photon-energy prefactor and normalized to unit area. Weights below are areas in this line shape.

\subsection{Displaced levels}

Define the unitary operator $D=\exp[\sqrt S\,(b^\dagger-b)]$. To find its action on $b$, set $Z=\sqrt S(b^\dagger-b)$ and differentiate:
\begin{equation}
\frac{d}{d\lambda}\,e^{-\lambda Z}\,b\,e^{\lambda Z}
=e^{-\lambda Z}[b,Z]e^{\lambda Z}=\sqrt S .
\end{equation}
Integration from $\lambda=0$ to $1$ gives $D^\dagger bD=b+\sqrt S$. Hence
\begin{align}
H_x&=E_x-S\hbar\Omega+\hbar\Omega\,(b^\dagger+\sqrt S)(b+\sqrt S)\nonumber\\
&=E_x-S\hbar\Omega+\hbar\Omega\,D^\dagger b^\dagger b\,D .
\end{align}
The eigenstates of $H_x$ are $D^\dagger|k\rangle$, with energies $E_x-S\hbar\Omega+k\hbar\Omega$. A transition from $|m\rangle$ has strength $|\langle k|D|m\rangle|^2$ and photon energy
\begin{equation}
E=E_x-S\hbar\Omega+p\hbar\Omega,\qquad p=k-m .
\end{equation}
The weight of line $p$ is
\begin{equation}
W_p=\sum_{m}P_m\,|\langle m+p|D|m\rangle|^2 ,
\label{eq:wdef}
\end{equation}
where terms with $m+p<0$ are absent. Since $D$ is unitary, $\sum_pW_p=1$.

\subsection{The correlation function}

The weights are the Fourier coefficients of
\begin{equation}
G(t)=\sum_pW_p\,e^{-ip\theta},\qquad \theta=\Omega t .
\label{eq:fourier}
\end{equation}
Inserting (\ref{eq:wdef}) and writing the phases as operators gives
\begin{equation}
G(t)=\left\langle e^{i\theta b^\dagger b}D^\dagger e^{-i\theta b^\dagger b}D\right\rangle ,
\end{equation}
where the brackets denote the thermal average. The outer factors replace $b$ by $be^{-i\theta}$ and $b^\dagger$ by $b^\dagger e^{i\theta}$ inside $D^\dagger$. So $G=\langle e^Xe^Y\rangle$ with
\begin{equation}
X=-\sqrt S\,(b^\dagger e^{i\theta}-be^{-i\theta}),\qquad
Y=\sqrt S\,(b^\dagger-b).
\end{equation}

The two exponentials can be merged because $[X,Y]$ is a number. Let $F(\lambda)=e^{\lambda X}e^{\lambda Y}$. Since $e^{\lambda X}Ye^{-\lambda X}=Y+\lambda[X,Y]$,
\begin{equation}
F'(\lambda)=\bigl(X+Y+\lambda[X,Y]\bigr)F(\lambda).
\end{equation}
The bracket commutes with itself at different $\lambda$, so integration to $\lambda=1$ gives
\begin{equation}
e^Xe^Y=e^{X+Y}e^{[X,Y]/2}.
\label{eq:merge}
\end{equation}
Here
\begin{align}
[X,Y]&=-S\bigl(-e^{i\theta}[b^\dagger,b]-e^{-i\theta}[b,b^\dagger]\bigr)\nonumber\\
&=-S(e^{i\theta}-e^{-i\theta})=-2iS\sin\theta,\\
X+Y&=\gamma b^\dagger-\gamma^*b,\qquad \gamma=\sqrt S\,(1-e^{i\theta}).
\end{align}
It remains to average $e^{\gamma b^\dagger-\gamma^*b}$.

\subsection{The thermal average}

Apply (\ref{eq:merge}) to $\gamma b^\dagger$ and $-\gamma^*b$, whose commutator is $-|\gamma|^2[b^\dagger,b]=|\gamma|^2$:
\begin{equation}
e^{\gamma b^\dagger-\gamma^*b}=e^{-|\gamma|^2/2}\,e^{\gamma b^\dagger}e^{-\gamma^*b}.
\label{eq:normal}
\end{equation}
The thermal state is diagonal in the phonon number, so terms with equal powers of $b^\dagger$ and $b$ survive:
\begin{equation}
\left\langle e^{\gamma b^\dagger}e^{-\gamma^*b}\right\rangle
=\sum_{j\ge0}\frac{(-|\gamma|^2)^j}{(j!)^2}\,\langle b^{\dagger j}b^j\rangle .
\end{equation}
The moments follow from the geometric series:
\begin{align}
\langle b^{\dagger j}b^j\rangle
&=(1-r)\sum_{m\ge j}\frac{m!}{(m-j)!}\,r^m
=(1-r)\,r^j\frac{d^j}{dr^j}\frac{1}{1-r}\nonumber\\
&=j!\left(\frac{r}{1-r}\right)^j=j!\,n^j .
\end{align}
The sum becomes $\sum_j(-n|\gamma|^2)^j/j!=e^{-n|\gamma|^2}$, and therefore
\begin{equation}
\left\langle e^{\gamma b^\dagger-\gamma^*b}\right\rangle=e^{-|\gamma|^2(n+1/2)} .
\end{equation}
With $|\gamma|^2=2S(1-\cos\theta)$ and the factor $e^{[X,Y]/2}=e^{-iS\sin\theta}$,
\begin{align}
G(t)&=\exp\bigl[-S(2n+1)(1-\cos\theta)-iS\sin\theta\bigr]\nonumber\\
&=\exp\bigl\{S\bigl[(n+1)(e^{-i\theta}-1)+n(e^{i\theta}-1)\bigr]\bigr\}.
\label{eq:g}
\end{align}
The second form follows by writing $e^{\pm i\theta}=\cos\theta\pm i\sin\theta$: the cosines add with total factor $2n+1$, and the sines leave $-i\sin\theta$.

\subsection{The line weights}

Expand the two oscillating exponentials in (\ref{eq:g}):
\begin{equation}
G=e^{-S(2n+1)}\sum_{j,l\ge0}
\frac{[S(n+1)]^j}{j!}\,\frac{(Sn)^l}{l!}\,e^{-i(j-l)\theta}.
\label{eq:double}
\end{equation}
Comparison with (\ref{eq:fourier}) gives $p=j-l$. For $p\ge0$ put $j=l+p$:
\begin{equation}
W_p=e^{-S(2n+1)}\sum_{l\ge0}\frac{S^{2l+p}(n+1)^{l+p}n^l}{l!\,(l+p)!}.
\label{eq:series}
\end{equation}
The modified Bessel function is $I_p(x)=\sum_l(x/2)^{2l+p}/[l!(l+p)!]$. With
\begin{equation}
x=2S\sqrt{n(n+1)},
\end{equation}
one has $(x/2)^{2l+p}=S^{2l+p}(n+1)^{l+p/2}n^{l+p/2}$. Each term of (\ref{eq:series}) is larger than this by $[(n+1)/n]^{p/2}$. For negative $p$ the roles of $j$ and $l$ are exchanged, which inverts the factor. Both cases are contained in
\begin{equation}
W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}I_{|p|}(x),
\label{eq:wp}
\end{equation}
and the zero-phonon weight is
\begin{equation}
\boxed{W_0=e^{-S(2n+1)}\,I_0\!\left(2S\sqrt{n(n+1)}\right).}
\label{eq:w0}
\end{equation}

Equation (\ref{eq:double}) has a simple reading. Formally, $j$ and $l$ are independent Poisson variables with means $S(n+1)$ and $Sn$, which count phonons created and removed. The exponential in (\ref{eq:w0}) is the term $j=l=0$. The Bessel function adds the terms in which equal, nonzero numbers are created and removed. The difference $p=j-l$ has mean $S$ and variance $S(2n+1)$. Equation (\ref{eq:wp}) also gives $W_{-p}/W_p=[n/(n+1)]^p=e^{-p\hbar\Omega/k_BT}$, as detailed balance requires.

Formula (\ref{eq:wp}) was tested by diagonalizing (\ref{eq:hx}) in a phonon-number basis and sorting the thermal strengths by transition energy. For $(S,n)=(0.3,0.2)$, $(1.2,0.8)$ and $(1.2,1.5)$, and all $|p|\le25$, the largest difference in a weight is $3.9\times10^{-16}$.

Emission from a thermalized exciton has the same weights. The initial ladder is then the displaced one, which replaces $\sqrt S$ by $-\sqrt S$ in $D$, and (\ref{eq:g}) contains $S$ alone. The line in which $p$ phonons are left behind lies at $E_x-S\hbar\Omega-p\hbar\Omega$.

\subsection{Low temperature}

The separate $m\to m$ transitions follow from (\ref{eq:normal}) with $\gamma=\sqrt S$:
\begin{equation}
\langle m|D|m\rangle=e^{-S/2}\sum_{j=0}^m\frac{(-S)^j}{(j!)^2}\frac{m!}{(m-j)!}
=e^{-S/2}L_m(S),
\end{equation}
where the sum defines the Laguerre polynomial $L_m$. Thus
\begin{equation}
W_0=e^{-S}\sum_mP_m\,L_m(S)^2 .
\label{eq:laguerre}
\end{equation}
To first order in $n$, $P_0=1-n$ and $P_1=n$. With $L_0=1$ and $L_1=1-S$,
\begin{equation}
W_0\simeq e^{-S}\bigl[1-S(2-S)\,n\bigr].
\end{equation}
Heating first lowers the zero-phonon weight if $S<2$ and raises it if $S>2$. In the second case the displaced level $m=1$ overlaps its partner better than the level $m=0$ does.

\subsection{High temperature and stable evaluation}

The exponent and the growth of the Bessel function nearly cancel when $n$ is large. The identity
\begin{align}
S(2n+1)-x&=S\left(\sqrt{n+1}-\sqrt n\right)^2\nonumber\\
&=\frac{S}{(\sqrt{n+1}+\sqrt n)^2}
\end{align}
removes the cancellation and gives
\begin{equation}
W_0=\exp\!\left[-\frac{S}{(\sqrt{n+1}+\sqrt n)^2}\right]\bigl[e^{-x}I_0(x)\bigr].
\label{eq:stable}
\end{equation}
The last bracket is the scaled Bessel function that numerical libraries supply, so nothing overflows.

For $x\gg1$ use $I_0(x)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{x\cos\varphi}d\varphi$. This agrees with the series because the mean of $\cos^{2l}\varphi$ is $(2l)!/(4^l\,l!^2)$ and odd powers average to zero. The integrand is concentrated near $\varphi=0$, where $\cos\varphi\simeq1-\varphi^2/2$, so
\begin{equation}
e^{-x}I_0(x)\simeq\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{-x\varphi^2/2}d\varphi=\frac{1}{\sqrt{2\pi x}} .
\end{equation}
If in addition $n\gg1$ and $S\ll4n$, then $x\simeq2Sn$, the first factor in (\ref{eq:stable}) tends to one, and
\begin{equation}
W_0\simeq\frac{1}{\sqrt{4\pi Sn}} .
\end{equation}
For a single mode the weight falls as $T^{-1/2}$ and not exponentially. For $S=1$ and $n=100$ the level sum (\ref{eq:laguerre}) gives 0.02809 and the limit gives 0.02821, a difference of 0.4\% of the limit.

\section{Real phonon spectra and a polar quantum dot}

\subsection{Symbols and results taken over}

The first half treats an exciton coupled linearly to one mode of quantum $\hbar\Omega$, Huang--Rhys factor $S$ and thermal occupation $n$. The integer $p$ is the net number of phonons created, and $W_p$ is the area of line $p$ in the normalized line shape. With $x=2S\sqrt{n(n+1)}$, the zero-phonon weight is $W_0=e^{-S(2n+1)}I_0(x)$, and $W_{\pm1}=e^{-S(2n+1)}[(n+1)/n]^{\pm1/2}I_1(x)$. The weights are the coefficients of $e^{-ip\Omega t}$ in
\begin{equation}
G(t)=\exp\bigl\{S\bigl[(n+1)(e^{-i\Omega t}-1)+n(e^{i\Omega t}-1)\bigr]\bigr\}.
\label{eq:g2}
\end{equation}

\subsection{Several modes}

If the exciton couples to independent modes $q$, their operators commute and the thermal state is a product. The total correlation function is then the product of factors (\ref{eq:g2}), and the line shape is the convolution of the separate ones.

If all modes have the same frequency, the exponents add, and the result is that of one mode with
\begin{equation}
S=\sum_qS_q .
\label{eq:sumS}
\end{equation}
The dot couples to a single collective combination of the modes. For $n=0.8$, convolving the diagonalized spectra for $S=0.5$ and $S=0.7$ reproduces the single-mode value at $S=1.2$, which is $W_0=0.19567$.

The opposite case is $N$ modes with $S_q=S/N$ and different, incommensurate frequencies, close enough together that all modes have nearly the same $n$. Returning to the same energy now requires a net change of zero in every mode separately. With $I_0(z)\simeq1+z^2/4$ for small $z$, the weight of the sharp line is
\begin{align}
&\left[e^{-S(2n+1)/N}I_0\!\left(\frac{2S\sqrt{n(n+1)}}{N}\right)\right]^N\nonumber\\
&\qquad\simeq\exp\!\left[-S(2n+1)+\frac{S^2n(n+1)}{N}\right].
\end{align}
As $N$ grows, the Bessel factor disappears. For $S=1.2$, $n=0.8$ and $N=400$ the product is 0.04439, against $e^{-S(2n+1)}=0.04416$. The extra term in the exponent is $1.44\times1.44/400=0.0052$, which accounts for the difference.

\subsection{A mode with a finite width}

Between these cases lies a narrow band of modes around $\Omega$. Let the coupling be distributed over frequency as a Gaussian of standard deviation $w\ll\Omega$ and total $S$, and let $n$ be nearly constant across it. The average of $e^{\mp i\omega t}$ over the Gaussian is $e^{\mp i\Omega t}e^{-w^2t^2/2}$. Expanding as for one mode,
\begin{align}
G(t)=e^{-S(2n+1)}\sum_{j,l}&\frac{[S(n+1)]^j(Sn)^l}{j!\,l!}\nonumber\\
&\times e^{-i(j-l)\Omega t}\,e^{-(j+l)w^2t^2/2}.
\end{align}
Each term with $j+l>0$ is now a Gaussian line with standard deviation $w\sqrt{j+l}$ and the same area as before. The term $j=l=0$ stays sharp. The zero-phonon line therefore splits into two parts:
\begin{itemize}
\item a sharp line of weight $e^{-S(2n+1)}$;
\item a pedestal of weight $e^{-S(2n+1)}[I_0(x)-1]$, whose leading term has width $\sqrt2\,w$.
\end{itemize}
Their sum is still $W_0$. It is the area of the whole band around the zero-phonon energy, provided neighbouring bands do not overlap. For $S=1.2$, $n=0.8$ and $w=0.03\,\Omega$, numerical integration over the window $\pm\Omega/2$ around the zero-phonon energy gives 0.19567, equal to $W_0$ to the digits shown. The sharp part is 0.04416.

This settles which expression to compare with a spectrum. The area of the whole band around $p=0$ is $W_0$. A fit that isolates a line much narrower than the phonon width measures the exponential factor alone, as far as this mode is concerned. This holds for a band of undamped modes with no coupling at low frequency. A mode damped by frequency-independent friction of full width $\hbar\gamma$ has a low-frequency tail, and no sharp line remains at finite temperature: the $j=l=0$ term acquires a half width of about $2S\gamma k_BT/\Omega$.

For an exciton coupled linearly to one undamped mode, the zero-phonon weight is $W_0=e^{-S(2n+1)}I_0(x)$; if the mode is a narrow band of undamped modes, $W_0$ is the area of the whole zero-phonon band and only $e^{-S(2n+1)}$ stays sharp. It remains to find $S$ for a polar dot, work through an example with rough CdSe values, and estimate what acoustic phonons, higher dot levels and the emission prefactor change.

All numerical values are calculated from the stated model.
